\section*{Square-Law Current of an Organic Field-Effect Transistor from the Gradual-Channel Approximation}

\section{A channel that is almost a plain resistor}

An organic semiconductor film lies on an insulator of thickness $d$, with a gate underneath. The source is at $x=0$ and the drain at $x=L$; the channel has width $W$. The carriers are holes, which gather when the gate is negative. To avoid carrying minus signs, every voltage below is the negative of the electrostatic potential relative to the source. The gate voltage $V_G$, the drain voltage $V_D$ and the channel voltage $V(x)$ are then positive, and holes drift towards larger $V$.

Let the drain voltage first be very small, so that the whole channel is close to $V=0$. Gate and film form a parallel-plate capacitor with capacitance per area $C=\epsilon/d$, where $\epsilon$ is the permittivity of the insulator. If $V_{\rm FB}$ is the gate voltage at which the film is uncharged, the hole charge per area is $C(V_G-V_{\rm FB})$. Part of it, $Q_t$, may sit in deep traps. With $Q_t$ fixed, the mobile charge is
\begin{equation}
Q=C(V_G-V_{\rm FB})-Q_t=C(V_G-V_T),\qquad V_T=V_{\rm FB}+\frac{Q_t}{C}.
\end{equation}
This defines the threshold $V_T$. I write $u_0=V_G-V_T>0$ for the overdrive.

The field along the channel is $V_D/L$, the drift speed is $\mu V_D/L$ with mobility $\mu$, and the current is charge per length times speed:
\begin{equation}
I=WQ\,\mu\frac{V_D}{L}=G\,u_0V_D,\qquad G=\frac{W}{L}\mu C. \label{lin}
\end{equation}
The device is a resistor whose conductance $Gu_0$ is set by the gate.

\textbf{Numbers.} Take rough values for an organic transistor on an oxidized silicon wafer, the silicon being the gate: $d=300$ nm of oxide with relative permittivity 3.9, $W=1000\ \mu$m, $L=50\ \mu$m, $\mu=0.2$ cm$^2$/Vs, $V_T=5$ V, $V_G=45$ V and 300 K. Then $C=11.51$ nF/cm$^2$, $u_0=40$ V and
\[
G=\frac{1000}{50}\times0.2\times11.51\times10^{-9}=46.04\ \text{nA/V}^2 .
\]
If $V_{\rm FB}=0$, the 5 V threshold corresponds to $3.6\times10^{11}$ trapped holes per cm$^2$. At $V_D=10$ V, equation (\ref{lin}) gives $46.04\times40\times10$ nA $=18.4\ \mu$A. But 10 V is a quarter of the overdrive, so the charge near the drain must already be visibly smaller than near the source.

\section{Letting the charge vary along the channel}

The gradual-channel approximation applies the capacitor formula separately at each $x$:
\begin{equation}
Q(x)=C\,u(x),\qquad u(x)=V_G-V_T-V(x)=u_0-V(x). \label{local}
\end{equation}
Assume also constant $\mu$, drift alone, and contacts without resistance, so that $V(0)=0$ and $V(L)=V_D$. The current through a cross-section is
\begin{equation}
I=\mu W Q\frac{dV}{dx}=\mu WC\,(u_0-V)\frac{dV}{dx}. \label{flow}
\end{equation}
In steady state, with no leakage through the insulator, charge conservation makes $I$ independent of $x$. Integrating (\ref{flow}) over $x$ therefore gives $IL$ on the left, while on the right $dx$ can be exchanged for $dV$:
\begin{equation}
IL=\mu WC\int_0^{V_D}(u_0-V)\,dV=\mu WC\left[u_0V_D-\frac{V_D^2}{2}\right].
\end{equation}
Hence, for $0\le V_D\le u_0$,
\begin{equation}
I=\frac{W}{L}\mu C\left[(V_G-V_T)V_D-\frac{V_D^2}{2}\right]. \label{parabola}
\end{equation}
The factor $\tfrac12$ has a simple reading: the bracket is $V_D(u_0-V_D/2)$, the drain voltage times the mean of the source value $u_0$ and the drain value $u_0-V_D$.

\textbf{Limits.} For $V_D\ll u_0$ the quadratic term drops out and (\ref{lin}) returns. The slope $dI/dV_D=G(u_0-V_D)$ falls to zero at $V_D=u_0$, where the mobile charge at the drain vanishes. This is pinch-off.

At $V_D=10$ V the current is $46.04\times(400-50)$ nA $=16.11\ \mu$A, lower than the resistor estimate. At 20 and 30 V it is 27.63 and 34.53 $\mu$A. Solving (\ref{flow}) numerically as a boundary-value problem with $I$ unknown, without using its integral, gives the same three currents to the digits shown.

\textbf{Profile.} Since $dV=-du$, equation (\ref{flow}) says that $u\,du/dx$ is constant, so $u^2$ is linear in $x$. With $u_L=u_0-V_D$ at the drain,
\begin{equation}
u^2=u_0^2-ax,\qquad a=\frac{u_0^2-u_L^2}{L}. \label{profile}
\end{equation}
At pinch-off $u_L=0$ and the middle of the channel has $u=u_0/\sqrt2$. Its voltage is $40(1-1/\sqrt2)=11.7$ V, well below half of 40 V: most of the drop lies on the drain side, where fewer holes must carry the same current and need a larger field.

\section{How gradual is gradual enough?}

Equation (\ref{local}) ignores the variation of the potential along $x$. To see the cost, put the gate at $y=0$ and the film at $y=d$, and let the channel voltage be $\bar V+b\sin kx$. In the insulator the reversed potential $\psi$ obeys Laplace's equation with $\psi=V_G$ at the gate:
\begin{equation}
\psi=V_G+(\bar V-V_G)\frac{y}{d}+b\sin kx\,\frac{\sinh ky}{\sinh kd}.
\end{equation}
Because $\psi$ is the negative of the usual potential, Gauss's law gives the insulator's share of the sheet charge as $-\epsilon\,\partial\psi/\partial y$ at $y=d$:
\begin{equation}
-\epsilon\frac{\partial\psi}{\partial y}=C\left[V_G-\bar V-kd\coth(kd)\,b\sin kx\right].
\end{equation}
For small $z$, $z\coth z\simeq(1+z^2/2)/(1+z^2/6)\simeq1+z^2/3$. Since $V''=-k^2b\sin kx$, the mobile charge becomes, after subtracting the threshold part,
\begin{equation}
Q\simeq C\left[u+\frac{d^2}{3}V''\right].
\end{equation}
From (\ref{profile}), $u'=-a/(2u)$, then $u''=au'/(2u^2)=-a^2/(4u^3)$, and $V''=-u''=a^2/(4u^3)$. The relative correction is
\begin{equation}
\frac{d^2V''}{3u}=\frac{d^2a^2}{12u^4}=\frac{d^2}{12s^2}\quad\text{at pinch-off},
\end{equation}
where $s=L-x$ is the distance from the drain; the last form uses $u^2=as$. For the example it is $1.2\times10^{-5}$ at mid-channel and would reach 10\% at $s=274$ nm. That is about one oxide thickness, where the small-$kd$ expansion is itself no longer accurate, so the distance is only a rough scale for this one correction at pinch-off. At higher drain voltage the affected region is longer: several oxide thicknesses in the example at 60 V.

The space above the film also holds a field. There the mode decays as $e^{-k(y-d)}$, and with permittivity $\epsilon_a$ it adds $-C(\epsilon_a/\epsilon)\,kd\,b\sin kx$ to the charge. This is of first order in $kd$, so for a slowly varying potential it outweighs the insulator correction: with vacuum above the film, the total correction at mid-channel at pinch-off is about $10^{-3}$ for the example. Both vanish as $d/L\to0$ at a fixed relative position inside the channel. Close to the pinched-off drain the approximation fails however long the channel is; what shrinks is the fraction of the channel affected.

\section{Beyond pinch-off}

Continuing (\ref{parabola}) past its maximum would give 27.63 $\mu$A at $V_D=60$ V, the same as at 20 V. That continuation integrates over negative $u$, that is, over a negative density of holes. What has to be repaired is the charge at the drain.

Where holes are scarce, diffusion cannot be dropped. Let $V_t=k_BT/e=25.85$ mV. For a dilute hole gas the diffusion coefficient is $\mu V_t$ (the Einstein relation), and since holes diffuse towards lower density,
\begin{equation}
I=\mu W\left(Q\frac{dV}{dx}-V_t\frac{dQ}{dx}\right)=\mu WQ\frac{dV_F}{dx},\qquad V_F=V-V_t\ln\frac{Q}{CV_t}.
\end{equation}
$V_F$ is the quasi-Fermi voltage, and it is what ideal contacts fix: $V_F=0$ at the source and $V_D$ at the drain. Another reference density in the logarithm would add a constant, which can be absorbed in $V_T$. Keeping the local charge $Q=Cu$ and inserting $V=V_F+V_t\ln(u/V_t)$ into $u=u_0-V$ gives
\begin{equation}
u+V_t\ln\frac{u}{V_t}=u_0-V_F. \label{charge}
\end{equation}
Now $u$ stays positive for any $V_F$. Differentiation gives $(1+V_t/u)\,du=-dV_F$, hence $u\,dV_F=-(u+V_t)\,du$. With $u_s$ and $u_d$ the values of $u$ at source and drain,
\begin{equation}
I=G\int_0^{V_D}u\,dV_F=G\left[\frac{u_s^2-u_d^2}{2}+V_t(u_s-u_d)\right]. \label{smooth}
\end{equation}
If $V_D$ exceeds $u_0$ by many $V_t$, the logarithm dominates (\ref{charge}) at the drain and $u_d\simeq V_te^{-(V_D-u_0)/V_t}$. Further drain voltage adds practically nothing to the integral: the current saturates because the range $V_F>u_0$ contains almost no holes. For $u_0\gg V_t$, $u_s$ differs from $u_0$ by a small logarithmic shift, and
\begin{equation}
I_{\rm sat}=\frac{W}{2L}\mu C\,(V_G-V_T)^2,\qquad V_D\ge V_G-V_T. \label{sat}
\end{equation}
This joins (\ref{parabola}) at $V_D=u_0$ with equal value and equal slope.

\textbf{Numbers.} $I_{\rm sat}=\tfrac12\times46.04\times40^2$ nA $=36.8\ \mu$A $=3.68\times10^{-5}$ A. Equation (\ref{smooth}) at $V_D=60$ V lies 0.82\% below this. The source of the difference can be traced. Equation (\ref{charge}) gives $u_s\simeq39.81$ V, which lowers $u_s^2$ by 0.95\%, and the diffusion term restores $2V_t/u_0=0.13\%$. The first part depends on the reference density chosen in the logarithm, that is, on how $V_T$ is defined, and another choice can even reverse the sign of the total. The diffusion term is practically independent of that choice.

\textbf{Gate dependence.} In saturation $I=G(u_s^2/2+V_tu_s)$, so $dI/du_0=G(u_s+V_t)\,du_s/du_0$. At the source (\ref{charge}) gives $du_s/du_0=u_s/(u_s+V_t)$, hence $dI/du_0=Gu_s$ and
\begin{equation}
\frac{d\ln I}{d\ln u_0}=\frac{2u_0}{u_s+2V_t}\simeq\frac{80}{39.86}=2.007 .
\end{equation}
Numerical integration of the charge gives the same 2.007.

The square law is commonly used in reverse. At overdrives of 20, 30 and 40 V, (\ref{sat}) gives 9.21, 20.72 and 36.83 $\mu$A, with square roots 3.035, 4.552 and 6.069 in $\sqrt{\mu\text{A}}$: equal steps, a straight line against $V_G$. The mobility follows from its slope,
\begin{equation}
\mu=\frac{2L}{WC}\left(\frac{d\sqrt{I_{\rm sat}}}{dV_G}\right)^2. \label{extract}
\end{equation}
Applied between 30 and 40 V to the currents with diffusion, it returns 0.1997 cm$^2$/Vs for an input of 0.2.

\section{A channel of finite length}

With the local charge $Q=Cu$, the electrostatic voltage $V=u_0-u$ never exceeds $u_0$, even with 60 V on the drain. The remaining rise must occur close to the drain, where section 3 showed the local formula to fail. I therefore solved the drift equation numerically together with the two-dimensional field. The film is a thin sheet with vacuum above it; the contacts are tall, and below their edges the potential varies linearly across the insulator. Diffusion is left out. The excess current relative to (\ref{sat}), at $V_D=1.5u_0$, is listed below; the remaining grid error is about 0.2 percentage points at $L/d=10$ and smaller for the longer channels.

\begin{center}
\begin{tabular}{lcccc}
$L/d$ & 10 & 20 & 40 & 166.7\\
excess & 21.3\% & 12.8\% & 7.8\% & 2.8\%
\end{tabular}
\end{center}

The long-channel limit is approached, though more slowly than $d/L$: doubling $L/d$ from 20 to 40 divides the excess by 1.6, not 2. Below pinch-off the agreement is far closer, with an excess of 0.09\% at $L/d=40$ and $V_D=0.5u_0$.

The last column is the example device at 60 V. At 40 V its excess is 0.6\%. Between these voltages the current therefore rises by about 2.2\% of 36.8 $\mu$A, or 0.8 $\mu$A in 20 V, a mean output resistance near 25 M$\Omega$; the local value grows from about 14 M$\Omega$ just above pinch-off to about 38 M$\Omega$ at 60 V. Saturation is nearly flat, not perfectly flat. Expressed as a shortened channel, 2.8\% corresponds to $50\times0.028/1.028\simeq1.4\ \mu$m. This is an equivalent length, since the drain field also adds some charge to the channel. These numbers depend on the contact shape: with thin contacts lying flat on the oxide, the excess of the example at 60 V is about 2\% and the mean output resistance about 32 M$\Omega$.

\section{When the mobility depends on the gate}

In many organic films the mobility grows with hole density, because the deepest states fill first and holes added later occupy states from which they move more easily. A simple model is $\mu(u)=\mu_r(u/u_r)^\gamma$, with $\mu_r$ the mobility at $u=u_r$. Under the integral it gives, in saturation,
\begin{equation}
I_{\rm sat}=\frac{WC}{L}\int_0^{u_0}\mu(u)\,u\,du=\frac{WC\mu_r}{L\,u_r^\gamma}\,\frac{u_0^{2+\gamma}}{2+\gamma}. \label{gamma}
\end{equation}
For $\gamma=0$ this is (\ref{sat}). Otherwise the gate dependence is not quadratic but has exponent $2+\gamma$. If $\mu$ at the source is held at the same value ($u_r=u_0$), the current is $2/(2+\gamma)$ of the constant-mobility result, since the holes nearer the drain are less mobile. For $\gamma=0.5$ the exponent is 2.5 and the current ratio 0.80.

The slope method is also affected. By (\ref{gamma}), $\sqrt{I_{\rm sat}}\propto u_0^{1+\gamma/2}$, so its slope is $(1+\gamma/2)\sqrt{I_{\rm sat}}/u_0$. Inserting this into (\ref{extract}),
\begin{equation}
\mu_{\rm slope}=\frac{2L}{WC}\left(1+\frac{\gamma}{2}\right)^2\frac{I_{\rm sat}}{u_0^2}
=\mu(u_0)\,\frac{2(1+\gamma/2)^2}{2+\gamma}=\mu(u_0)\left(1+\frac{\gamma}{2}\right).
\end{equation}
For $\gamma=0.5$ the tangent slope at $u_0$ overestimates the mobility at the source by 25\%. A slope taken over a range of lower overdrives gives less: 17\% between 30 and 40 V, relative to $\mu$ at 40 V.

\section{Contacts}

Let source and drain each have resistance $R/2$, and let $r=IR/2$ be the voltage lost at each. Then $u$ runs from $u_0-r$ to $u_0-V_D+r$. Below pinch-off the difference of squares factorizes:
\begin{equation}
I=\frac G2\left[(u_0-r)^2-(u_0-V_D+r)^2\right]=\frac G2(V_D-2r)(2u_0-V_D).
\end{equation}
With $2r=IR$, solving for $I$ gives
\begin{equation}
I=\frac{G(u_0V_D-V_D^2/2)}{1+GR(u_0-V_D/2)}.
\end{equation}
A rough contact resistance of 5 k$\Omega\,$cm over a width of 0.1 cm makes $R=50$ k$\Omega$. At 10 V the denominator is $1+46.04\times10^{-9}\times5\times10^4\times35=1.081$, a loss of 7.5\%. At 60 V only the source drop matters: $I=\tfrac G2(u_0-IR/2)^2$, and the loss is 4.4\%. At fixed $R$ and fixed voltages, a shorter channel has larger $G$ and suffers more.

\section{The example beside real devices}

Organic films on oxidized silicon are a common test structure, and the dimensions and voltages here are ordinary for it; mobilities and contact resistances vary by orders of magnitude between materials and preparations. Of the effects estimated for this device, a density-dependent mobility is the largest: with the source mobility held fixed, it lowers the saturation current by 20\% for $\gamma=0.5$. With a rough activation energy of 0.05 eV for the mobility, warming by 20 K raises the current by 13\%. If trapping during operation raises $V_T$ by 1 V at fixed $V_G$, the current falls by 4.9\%. The model also assumes that the mobility does not depend strongly on the field along the channel, which has to be checked for each material. At 60 V the mean field is only 0.012 MV/cm, but over the last oxide thickness before the drain it reaches about 0.5 MV/cm, so the excess currents and output resistance of section 5 are the results most exposed to this assumption. The remaining effects estimated here are small for these numbers. The holes fill 1.4\% of a rough $2\times10^{14}$ sites per cm$^2$, which supports the dilute-gas relation if site energies are nearly equal; strong disorder would undermine it. A p-type silicon gate doped to $10^{19}$ cm$^{-3}$ loses roughly 0.1 V to depletion. The oxide field of 1.5 MV/cm is well below the rough breakdown value of 10 MV/cm, and estimated tunnelling is negligible. The power released near the drain at 60 V, if confined to a strip of width $d$, produces at most about 0.5 K across the oxide, the value without sideways spreading of the heat. The numerical output lists the computed sizes and the inputs behind them.

\section*{Table of computed values}
\begin{verbatim}
oxide thickness 300 nm; permittivity 3.9
width 1000 um; length 50 um
mobility 0.20 cm2/Vs; temperature 300 K
gate 45 V; threshold 5 V; overdrive 40 V
gate capacitance 11.51 nF/cm2
gain (W/L) mu C 46.04 nA/V2
trapped density giving the threshold 3.59e+11 cm^-2
VD 10 V: law 16.11 uA; differential equation 16.11 uA
VD 20 V: law 27.63 uA; differential equation 27.63 uA
VD 30 V: law 34.53 uA; differential equation 34.53 uA
VD 40 V, pinch-off: law 36.83 uA
VD 60 V, saturation: law 36.83 uA = 3.683e-05 A
VD 60 V, parabola wrongly continued 27.63 uA
saturation current at overdrive 20 V: 9.21 uA
saturation current at overdrive 30 V: 20.72 uA
mid-channel potential at pinch-off 11.72 V
thermal voltage 25.85 mV
saturation change, smooth charge and diffusion -0.82 %
gate exponent with diffusion 2.007
mobility from root-current slope 0.1997 cm2/Vs
insulator charge correction at mid-channel 1.2e-05
distance from drain for 10 % correction 274 nm
2D excess at L/d 10, VD 1.5 overdrive: 21.3 %
2D excess at L/d 20, VD 1.5 overdrive: 12.8 %
2D excess at L/d 40, VD 1.5 overdrive: 7.8 %
2D excess at L/d 40, VD 0.5 overdrive: 0.09 %
device L/d 166.7
device 2D excess at VD 40 V 0.6 %
device 2D excess at VD 60 V 2.8 %
mobility power 0.5: saturation ratio 0.800
mobility power 0.5: gate exponent 2.500
rough contact resistance times width 5.0 kohm cm
total contact resistance 50 kohm
contact change at VD 10 V -7.5 %
contact change at VD 60 V -4.4 %
rough mobility activation energy 0.05 eV
current change for 20 K warming 12.8 %
current change for 1 V threshold increase -4.9 %
source hole density 2.87e+12 cm^-2
rough site density 2.0e+14 cm^-2; filling 1.4 %
hopping change for a 1 nm hop in mean field 9.0e-05
rough silicon gate doping 1e+19 cm^-3
silicon gate depletion if p-type 0.064 V
largest uniform oxide field 1.50 MV/cm
rough tunnel barrier 3.0 eV; mass 0.4 electron mass
log10 of tunnel current density in A/cm2 -59
rough oxide heat conductivity 1.4 W/(m K)
drain-end heating across oxide, strip width d 0.53 K
\end{verbatim}
